# Nonunique equilibria of the one-phonon collision operator, part 1

(Sections cited here and not found follow in the second part.)

## 1. Which distributions the collision operator leaves unchanged

A solver that seeks a stationary distribution from $Qf=0$ must be told how many further conditions to impose. For scattering by a single phonon of fixed energy, the total density is not enough. The energy axis splits into ladders whose spacing is the phonon energy. Either the electron number on every ladder is supplied, or another process that connects the ladders is added to the model. The choice decides whether the linear system remains singular after normalization, and whether the computed equilibrium depends on the initial state.

### Model and conventions

Atomic units are used in the algebra, so $\hbar=1$ and a phonon of frequency $\omega$ has energy $\omega$. The electrons are spatially uniform and no field acts on them. Their occupation per state is $f(\mathbf k,t)$, and $\mathbf k$ includes a valley label where there are several valleys. The band energy is $E(\mathbf k)\ge0$. A prime marks a quantity taken at $\mathbf k'$.

The gas is nondegenerate: $f\ll1$, so the blocking factor $1-f'$ of the final state is replaced by 1. The phonons stay in equilibrium at inverse temperature $\beta=1/k_BT$, with occupation

$$N=\frac{1}{e^{\beta\omega}-1}.$$

The rate from $\mathbf k$ to $\mathbf k'$ is

$$S(\mathbf k,\mathbf k')=K(\mathbf k,\mathbf k')\left[(N+1)\delta(E'-E+\omega)+N\delta(E'-E-\omega)\right].$$

The first term is emission, since it sets $E'=E-\omega$. The second is absorption, with $E'=E+\omega$. The coupling $K\ge0$ contains the squared matrix element and the constant factors of the state count. It is symmetric, $K(\mathbf k,\mathbf k')=K(\mathbf k',\mathbf k)$, because the interaction is Hermitian: emission from $\mathbf k$ to $\mathbf k'$ and absorption from $\mathbf k'$ to $\mathbf k$ have matrix elements of equal modulus. $K$ may depend on direction and energy.

The kinetic equation is $\partial f/\partial t=Qf$, with gain minus loss on the right:

$$Qf(\mathbf k)=\int d\mathbf k'\left[S(\mathbf k',\mathbf k)f'-S(\mathbf k,\mathbf k')f\right].$$

The total scattering rate $\lambda(\mathbf k)=\int d\mathbf k'\,S(\mathbf k,\mathbf k')$ is assumed finite. Integrals over states can be split into energy shells,

$$\int d\mathbf k\,F=\int_0^\infty dx\int_{E=x}d\sigma\,F,\qquad D(x)=\int_{E=x}d\sigma,$$

where $d\sigma$ is the surface element divided by $|\nabla E|$. Up to a constant, $D$ is the density of states. It is taken to be positive for $x>0$. No parabolic or isotropic band is assumed.

### Statement

Let $M=e^{-\beta E}$, and let $g$ be any finite function of energy with

$$g(x+\omega)=g(x),\qquad x\ge0.$$

Then $Q[Mg(E)]=0$. If in addition $K>0$ for almost every pair of states one phonon apart, every null function $f$ with $\int\lambda|f|\,d\mathbf k<\infty$ has this form, up to values on a set of measure zero. The null space is linear and includes signed functions. A physical distribution also needs $g\ge0$ and a finite density.

### Proof that these functions are null

The Bose occupation satisfies

$$N+1=\frac{e^{\beta\omega}}{e^{\beta\omega}-1}=e^{\beta\omega}N.$$

Multiply the forward rate by $M=e^{-\beta E}$ and use each delta function to replace $E$. In the emission term $E=E'+\omega$, so

$$(N+1)e^{-\beta E}=(N+1)e^{-\beta\omega}e^{-\beta E'}=Ne^{-\beta E'}.$$

In the absorption term $E=E'-\omega$, so

$$Ne^{-\beta E}=Ne^{\beta\omega}e^{-\beta E'}=(N+1)e^{-\beta E'}.$$

The delta function is even. The two terms therefore add to

$$S(\mathbf k,\mathbf k')M=K\left[N\delta(E-E'-\omega)+(N+1)\delta(E-E'+\omega)\right]M'.$$

The bracket with its factor $K$ is the reverse rate $S(\mathbf k',\mathbf k)$. This gives detailed balance,

$$S(\mathbf k,\mathbf k')M=S(\mathbf k',\mathbf k)M'.$$

Now write $f=Mh$. The gain integrand is $S(\mathbf k',\mathbf k)M'h'=S(\mathbf k,\mathbf k')Mh'$, and hence

$$Qf=\int d\mathbf k'\,S(\mathbf k,\mathbf k')M(h'-h).$$

Carrying out the energy integral shows the two shells that take part:

$$Qf=M\left[(N+1)\int_{E'=E-\omega}d\sigma'K(h'-h)+N\int_{E'=E+\omega}d\sigma'K(h'-h)\right].$$

If $h=g(E)$ with period $\omega$, then $h'=h$ on both shells, and both integrals vanish. For $E<\omega$ the lower shell is absent. The first integral is then missing together with its reverse process, and the upper shell still balances by itself. This proves the first part.

Detailed balance fixes the ratio $f(x+\omega)/f(x)=e^{-\beta\omega}$ between states that exchange a phonon. It says nothing about the ratio of occupations at two energies whose difference is not a multiple of $\omega$. The lattice temperature is imprinted on each ladder, while the relative filling of the ladders remains free.

### Proof that there are no others

Set $W(\mathbf k,\mathbf k')=S(\mathbf k,\mathbf k')M$. Detailed balance makes $W$ symmetric. Let $\varphi(h)=\arctan h$, which is bounded and strictly increasing, and consider

$$I=\int d\mathbf k\,\varphi(h)Qf=\iint d\mathbf k\,d\mathbf k'\,W(h'-h)\varphi(h).$$

The double integral converges absolutely. Indeed $\iint W|h|=\int\lambda|f|\,d\mathbf k$ is finite by assumption, the same integral with $|h'|$ is equal to it by symmetry, and $\varphi$ is bounded. The names of the integration variables may therefore be exchanged:

$$I=\iint d\mathbf k\,d\mathbf k'\,W(h-h')\varphi(h').$$

Half the sum of the two expressions is

$$I=-\frac12\iint d\mathbf k\,d\mathbf k'\,W(h'-h)\left[\varphi(h')-\varphi(h)\right].$$

The two differences have the same sign, so $I\le0$. If $Qf=0$, then $I=0$, and the nonnegative integrand must vanish almost everywhere. Since $\varphi$ is strictly increasing and $K>0$, it follows that $h'=h$ for almost every pair of states one phonon apart.

Take two shells at energies $x$ and $x+\omega$. Choose a state $\mathbf k'$ on the upper shell for which the equality holds with almost every state of the lower one. Then $h$ has the single value $h(\mathbf k')$ on the lower shell. Comparing a state of the lower shell with almost every state of the upper one shows that $h$ has this same value there too. Hence $h$ depends on energy alone, and $g(x+\omega)=g(x)$ for almost every $x>0$.

This excludes a stationary drift. A function such as $M(1+a\cos\theta)$ with $a\ne0$ varies over a shell, so it cannot be null when $K>0$, even if $K$ strongly favours small angles.

The identity has a thermodynamic meaning. The same exchange of variables, with $1+\ln h$ in place of $\varphi$ and for positive $f$ for which the integrals converge, gives

$$\frac{d}{dt}\int f\ln\frac fM\,d\mathbf k=\int(1+\ln h)\,Qf\,d\mathbf k\le0.$$

Since $\ln(f/M)=\ln f+\beta E$, the decreasing quantity is $\beta$ times the free energy of the nondegenerate gas, up to a term fixed by the particle number. The free energy decreases, but under the constraint that each ladder keeps its electrons.

### Valleys and missing couplings

If $K$ vanishes between some valleys, the last step must be repeated for each pair that is coupled. Let $h_a(x)$ be the value of $h$ in valley $a$ at energy $x$. A positive coupling between $a$ and $b$ gives

$$h_a(x)=h_b(x+\omega),\qquad h_b(x)=h_a(x+\omega).$$

Draw a point for every valley and every rung of one ladder, and join two points when a phonon transition connects them. The number of free constants on that ladder is the number of connected components of the graph.

Silicon has six conduction valleys, two on each cubic axis. Suppose first that the phonon couples opposite valleys and nothing else. Using the two relations in turn gives

$$h_a(x+2\omega)=h_b(x+\omega)=h_a(x).$$

The period within a valley is now $2\omega$. Even rungs of one valley communicate with odd rungs of the opposite one, and the remaining rungs form a second component. Each of the three valley pairs contributes two constants, which makes six per ladder. One such state has $h=1+a(-1)^n$ on rung $n$ of one valley and $h=1-a(-1)^n$ in its partner.

Suppose instead that perpendicular valleys are coupled. Let $X$, $Y$ and $Z$ be three mutually perpendicular valleys. The path

$$(X,n)\to(Y,n+1)\to(Z,n+2)\to(X,n+1)$$

consists of allowed transitions and connects neighbouring rungs of the same valley. The alternating state is therefore excluded. Each remaining valley is perpendicular to two of these three, so all six share one constant per ladder, and the original statement is recovered. Adding the coupling between opposite valleys changes nothing further.

### Processes that do and do not lift the degeneracy

Elastic scattering has the operator

$$Q_{\rm el}f=\int d\mathbf k'\,K_{\rm el}\,\delta(E'-E)(f'-f).$$

It vanishes for every function of energy, including $Mg(E)$. Impurity scattering, or acoustic scattering treated as elastic, can remove a dependence on direction or valley, but it cannot select $g$.

Now add a second phonon of energy $\omega_2$, at the same temperature and with positive coupling. The dissipation integrals of the two phonons are both nonpositive, so in a stationary state both must vanish, and $g$ has both periods. The half-line causes no difficulty: extend $g$ to all energies with period $\omega$, and for any $x$ choose an integer $n$ with $x+n\omega>0$. Then

$$g(x+\omega_2)=g(x+n\omega+\omega_2)=g(x+n\omega)=g(x).$$

If $\omega=pd$ and $\omega_2=qd$ with coprime integers $p$ and $q$, some integers $r$ and $s$ satisfy $rp+sq=1$. Therefore $r\omega+s\omega_2=d$ is also a period. Phonons of 0.060 and 0.045 eV still leave any function of period 0.015 eV free.

If $\omega_2/\omega$ is irrational, let $c_m$ be the Fourier coefficients of the bounded function $\arctan g$ on one period $\omega$. The second period requires

$$c_m=c_m e^{2\pi im\omega_2/\omega}.$$

For $m\ne0$ the exponential differs from 1, so $c_m=0$. Hence $g$ is constant almost everywhere, and the Maxwellian is unique up to normalization.

### What a discretization does to the null space

On a uniform energy grid with $\omega$ equal to $J$ steps, points whose indices differ by a multiple of $J$ form one ladder. There are $J$ ladders and $J$ independent null vectors. Refining the grid increases their number, so the singularity is not a discretization error.

If the step does not divide $\omega$, arrivals are often shared between two grid points. Let $\omega=(J+\theta)d$ with $0<\theta<1$, and give weights $1-\theta$ and $\theta$ to displacements of $J$ and $J+1$ steps. The mean displacement is right, but its variance is $\theta(1-\theta)d^2$. Since $J$ and $J+1$ are coprime, this interpolation connects ladders that the model keeps apart. A unique stationary state found in this way is produced by the grid.

Replacing the delta function by an even peak of width $\eta$ has a similar effect. If the peak has a finite second moment, as a Gaussian has, then for smooth $F$,

$$\int\delta_\eta(x)F(x)\,dx=F(0)+O(\eta^2),$$

so for smooth $g$ the function $Q[Mg]$ acquires a residual of order $\eta^2$ at energies where the density of states is smooth on the final shells. The emission threshold $E=\omega$ is an exception: there a density of states proportional to $\sqrt E$ generally gives a larger residual, of order $\eta^{3/2}$. A Lorentzian has no finite second moment, and its residual is generally of first order in $\eta$. For either peak shape every pair of energies is connected, however weakly.

## 2. Which equilibrium is reached, and how long it can last

The following is taken from the first half. The electrons have band energy $E$, density of states $D$ and occupation $f$; they exchange phonons of energy $\omega$ at inverse temperature $\beta$. With $M=e^{-\beta E}$ and $h=f/M$, the quantity $W=S(\mathbf k,\mathbf k')M$ is symmetric, and

$$Qf=\int d\mathbf k'\,W(h'-h).$$

For positive coupling, the null functions are $Mg(E)$ with $g$ of period $\omega$. An energy is written as $x=u+n\omega$, where the offset $0\le u<\omega$ names the ladder and $n=0,1,2,\dots$ names the rung.

For positive coupling, a single sharp phonon fixes the distribution along each energy ladder but leaves the relative filling of the ladders free. It remains to find which of these equilibria a given initial state reaches, how quickly it does so, and whether the result survives when other processes are present.
